# Thermal electron and hole densities in neutral monolayer graphene

## Problem

A graphene sheet serves as the channel of a transistor, and the gate is set so that the sheet is electrically neutral. Near the two inequivalent corners of the Brillouin zone, called valleys, its bands are

$$E=\pm\hbar v k ,$$

where $k$ is the distance from the corner, $v=1\times10^{6}$ m/s is the Dirac velocity, and energy is measured from the Dirac point, where the bands touch. Find the density $n$ of thermally excited electrons in the upper band at $T=300$ K, and the density $p$ of holes, which are empty states in the lower band. The sheet is clean and in equilibrium, and the electrons are treated as independent.

## A tempting solution

First count the states. In a sheet of area $A$ with periodic boundary conditions, each allowed wave vector occupies an area $(2\pi)^2/A$ of $k$-space. A disk of radius $k$ therefore holds $\pi k^2/(4\pi^2)=k^2/(4\pi)$ wave vectors per unit area of sheet. Each occurs with two spins and in two valleys, a factor of 4, so the upper band has

$$N(E)=\frac{k^2}{\pi}=\frac{E^2}{\pi\hbar^2v^2}$$

states per unit area below energy $E$. The density of states is its derivative,

$$g(E)=\frac{dN}{dE}=\frac{2E}{\pi\hbar^2v^2},\qquad E>0 .$$

The lower band is the mirror image, with $g(-E)=g(E)$. By this symmetry the chemical potential of the neutral sheet is placed at the Dirac point, $\mu=0$.

Now proceed as for an intrinsic semiconductor and give each upper-band state the occupation $e^{-E/k_BT}$. With $x=E/k_BT$,

$$n_{\rm B}=\int_0^\infty g(E)\,e^{-E/k_BT}\,dE=\frac{2}{\pi}\left(\frac{k_BT}{\hbar v}\right)^2\int_0^\infty x\,e^{-x}\,dx .$$

The last integral equals 1, and the numbers give $n_{\rm B}=9.82\times10^{10}$ cm$^{-2}$. The holes come out the same by symmetry.

## Where it goes wrong

The state count is right, and so is $\mu=0$, although that deserves a proof. The fault is the occupation. Electrons obey the Fermi function

$$f(E)=\frac{1}{e^{(E-\mu)/k_BT}+1},$$

and the 1 in the denominator may be dropped only if $e^{(E-\mu)/k_BT}\gg1$ for the states that matter. In an intrinsic semiconductor with a wide gap, the band edge lies many $k_BT$ above $\mu$, and the condition holds. In graphene the upper band starts at $\mu$ itself. A state at the Dirac point has occupation $1/2$, whereas the exponential gives it 1.

The sign of the error follows from

$$e^{-x}-\frac{1}{e^x+1}=\frac{e^{-x}(e^x+1)-1}{e^x+1}=\frac{e^{-x}}{e^x+1}>0 .$$

The exponential overestimates every occupation, by the fraction $e^{-x}$ of the true value. That fraction is largest at $x=0$, where the density of states vanishes, so the total suffers less than the factor of 2 found at the Dirac point. The relative error of the total does not shrink on cooling, however: $x$ is energy in units of $k_BT$, and the integral over $x$ contains no temperature.

## The right solution

### The chemical potential

A neutral sheet has one $\pi$ electron per carbon atom and two atoms per unit cell. These two electrons, with opposite spins, just fill the lower band at zero temperature. Heating moves electrons between the bands without changing their number, so neutrality means $n=p$.

For a general chemical potential,

$$n(\mu)=\int_0^\infty \frac{g(E)\,dE}{e^{(E-\mu)/k_BT}+1}.$$

A lower-band state at $-E$ is empty with probability $1-f(-E)$. Writing $a=(-E-\mu)/k_BT$,

$$1-\frac{1}{e^{a}+1}=\frac{e^{a}}{e^{a}+1}=\frac{1}{e^{-a}+1}=\frac{1}{e^{(E+\mu)/k_BT}+1}.$$

This is the electron occupation at energy $E$ with $\mu$ replaced by $-\mu$. Since $g(-E)=g(E)$, it follows that $p(\mu)=n(-\mu)$. Raising $\mu$ raises every occupation, so $n$ increases with $\mu$ and $p$ decreases. They can be equal at one value at most, and $\mu=0$ is such a value. Hence $\mu=0$ at every temperature in this model.

### The integral

With the full Fermi function,

$$n=p=\frac{2}{\pi}\left(\frac{k_BT}{\hbar v}\right)^2 I,\qquad I=\int_0^\infty\frac{x\,dx}{e^x+1}.$$

The upper limit is infinite although the real band is not. The Fermi function makes the added states harmless, as the lattice calculation below confirms.

To find $I$, write $1/(e^x+1)=y/(1+y)$ with $y=e^{-x}$, and use the finite geometric sum

$$\frac{1}{1+y}=\sum_{j=0}^{M-1}(-y)^j+\frac{(-y)^M}{1+y}.$$

Multiplying by $xy$ and setting $m=j+1$ gives

$$\frac{x}{e^x+1}=\sum_{m=1}^{M}(-1)^{m+1}x\,e^{-mx}+(-1)^M\frac{x\,e^{-(M+1)x}}{1+e^{-x}} .$$

The substitution $u=mx$ gives $\int_0^\infty x\,e^{-mx}dx=m^{-2}\int_0^\infty u\,e^{-u}du=1/m^2$. In the last term the denominator is at least 1, so its integral has magnitude at most $1/(M+1)^2$ and vanishes as $M\to\infty$. Therefore

$$I=\sum_{m=1}^{\infty}\frac{(-1)^{m+1}}{m^2}.$$

This series can be summed with the Fourier series of $x^2$ on $[-\pi,\pi]$. The function is even, so only cosines appear. Its mean is $\frac1\pi\int_0^\pi x^2dx=\pi^2/3$. The coefficient of $\cos mx$ is $\frac2\pi\int_0^\pi x^2\cos mx\,dx$. Integrating by parts, with $\sin m\pi=0$,

$$\int_0^\pi x^2\cos mx\,dx=-\frac{2}{m}\int_0^\pi x\sin mx\,dx .$$

A second integration by parts gives

$$\int_0^\pi x\sin mx\,dx=-\frac{\pi\cos m\pi}{m}+\frac1m\int_0^\pi\cos mx\,dx=-\frac{\pi(-1)^m}{m}.$$

The coefficient is thus $4(-1)^m/m^2$, and

$$x^2=\frac{\pi^2}{3}+4\sum_{m=1}^{\infty}\frac{(-1)^m}{m^2}\cos mx .$$

The periodic continuation of $x^2$ is continuous and piecewise smooth, so the series converges to it at every point. At $x=0$ it reads $0=\pi^2/3-4I$, hence $I=\pi^2/12=0.8225$. The density is

$$\boxed{\,n=p=\frac{\pi}{6}\left(\frac{k_BT}{\hbar v}\right)^2\,}$$

### The number

At 300 K, $k_BT=25.852$ meV, and the given velocity makes $\hbar v=0.6582$ eV nm. The thermal wave number is

$$k_T=\frac{k_BT}{\hbar v}=\frac{0.025852\ \text{eV}}{0.6582\ \text{eV nm}}=0.03928\ \text{nm}^{-1}=3.928\times10^{7}\ \text{m}^{-1}.$$

Then

$$n=p=0.5236\times(3.928\times10^{7}\ \text{m}^{-1})^2=8.08\times10^{14}\ \text{m}^{-2}=8.08\times10^{10}\ \text{cm}^{-2}.$$

The answer is about $8\times10^{10}$ electrons per square centimetre and as many holes. The tempting solution was too high by the factor $1/I=12/\pi^2$, or 22% of the correct value.

Electrons and holes both carry current, and their contributions to the conductivity add. The neutral channel therefore holds $1.6\times10^{11}$ mobile carriers per cm$^2$, although its net charge is zero.

The square of $T$ has a simple origin. Thermal energy reaches states within a few $k_T$ of each zone corner (the mean distance of the carriers is $2.2k_T$, and 95% lie within $5k_T$), and the area of that disk grows as $k_T^2$. At 400 K, with $v$ unchanged, the density is larger by $(4/3)^2=1.78$, which gives $1.44\times10^{11}$ cm$^{-2}$.

## Does the real band shape matter?

The linear bands and the factor of 4 can be checked on the honeycomb lattice. With hopping $t$ between nearest neighbours, the bands are $E=\pm t|S|$, where $S=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}$. The vectors to the three neighbours are $a(0,1)$ and $a(\pm\sqrt3/2,-1/2)$, with $a$ the bond length. At the zone corner $(4\pi/(3\sqrt3a),0)$ the three phases are $0$ and $\pm2\pi/3$, and $S=0$. A small displacement $\mathbf q$ from the corner gives, to first order,

$$S\simeq ia\left[q_y-\frac{q_y}{2}\,2\cos\frac{2\pi}{3}+\frac{\sqrt3}{2}q_x\,2i\sin\frac{2\pi}{3}\right]=\frac{3ia}{2}(q_y+iq_x).$$

So $|S|=3aq/2$, and matching $t|S|$ to $\hbar vq$ requires $t=2\hbar v/(3a)$. For $a=0.142$ nm this is 3.09 eV.

Summing over a grid of $3000\times3000$ wave vectors in the whole zone needs no valley factor; spin alone is put in by hand. The count of upper-band states below 0.3 eV is $6.62\times10^{12}$ cm$^{-2}$, against $6.61\times10^{12}$ cm$^{-2}$ from $N(E)$. The thermal density from the same grid is $8.080\times10^{10}$ cm$^{-2}$, against $8.077\times10^{10}$ cm$^{-2}$ from the formula. The last digits of these grid values are not converged: grids of $2999$ or $3001$ points a side give a thermal density of $8.078\times10^{10}$ cm$^{-2}$ and move the count by up to about 0.1%. A finer integration around the corners puts the change due to band shape at $+0.016\%$ of the linear-band density, that is $8.078\times10^{10}$ cm$^{-2}$. It is small because $k_BT$ is less than a hundredth of $t$.

Hopping between second neighbours, of strength $t'$, adds $-t'|S|^2$ to both bands, apart from a constant, and spoils their mirror symmetry. Here the hopping amplitude is $-t'$, and the six second-neighbour vectors are the differences $\boldsymbol\delta_i-\boldsymbol\delta_j$ with $i\ne j$, so their phase factors sum to $|S|^2-3$. Both bands move down, which at fixed $\mu$ would add electrons and remove holes, so $\mu$ must fall to restore neutrality. For a rough $t'=0.1$ eV it falls by 55 µeV, and the density still differs from the linear-band value by $0.016\%$. Band symmetry fixed $\mu=0$, but the equality $n=p$ rests on neutrality and survives without it.

## A second case: the sheet is neutral only on average

Charges in a substrate shift the Dirac point up in some places and down in others, so that the sheet breaks up into puddles of electrons and holes. If the potential varies slowly over the thermal length $1/k_T=25$ nm, each place can be treated as uniform graphene with its own $\mu$, measured from the local Dirac point.

Let $\eta=\mu/k_BT$ and

$$F(\eta)=\int_0^\infty\frac{x\,dx}{e^{x-\eta}+1},\qquad n=\frac{2k_T^2}{\pi}F(\eta),\qquad p=\frac{2k_T^2}{\pi}F(-\eta).$$

The occupation depends on $x-\eta$ alone, so its derivative with respect to $\eta$ is minus its derivative with respect to $x$. Integrating by parts, with vanishing boundary terms,

$$F'(\eta)=\int_0^\infty\frac{dx}{e^{x-\eta}+1}=\Big[-\ln(1+e^{\eta-x})\Big]_0^\infty=\ln(1+e^\eta).$$

Hence

$$\frac{d}{d\eta}\big[F(\eta)+F(-\eta)\big]=\ln\frac{1+e^{\eta}}{1+e^{-\eta}}=\eta ,$$

because $1+e^\eta=e^\eta(1+e^{-\eta})$. Integrating from $\eta=0$, where the sum is $2I=\pi^2/6$,

$$n+p=\frac{2k_T^2}{\pi}\left(\frac{\pi^2}{6}+\frac{\eta^2}{2}\right)=\frac{\mu^2+\pi^2(k_BT)^2/3}{\pi\hbar^2v^2}.$$

For $\mu\gg k_BT$ the holes disappear and $n\to\mu^2/(\pi\hbar^2v^2)$, which is the state count $N(\mu)$, as it must be for a band filled up to $\mu$.

Now let $\mu$ vary over the sheet with mean zero, a symmetric distribution and root-mean-square value $s$. Symmetry makes the average electron and hole densities equal, so each is half the average of $n+p$:

$$\langle n\rangle=\langle p\rangle=\frac{\pi}{6}k_T^2\left[1+3\left(\frac{s}{\pi k_BT}\right)^2\right].$$

Fluctuations of either sign add carriers, since the total rises as $\mu^2$. For $s\gg k_BT$ the average tends to $s^2/(2\pi\hbar^2v^2)$, which no longer depends on temperature as long as $s$ is held fixed. In a real sheet $s$ is the screened potential of the substrate charges, and thermal carriers take part in the screening, so $s$ itself can change with temperature.

For $s=50$ meV at 300 K, $s/(\pi k_BT)=0.616$ and the bracket is $2.14$. The average density of each carrier is $1.73\times10^{11}$ cm$^{-2}$, more than twice the clean value. For $s=5$ meV the increase is 1.1%.

## A third case: a gap opens

Suppose the substrate makes the two atoms of the cell inequivalent and opens a gap $2\Delta$, so that $E=\pm\sqrt{(\hbar vk)^2+\Delta^2}$. Then $N=k^2/\pi=(E^2-\Delta^2)/(\pi\hbar^2v^2)$. Its derivative is the same $g(E)=2E/(\pi\hbar^2v^2)$ as before, but it now starts at $E=\Delta$. The bands remain symmetric, so $\mu=0$ and

$$n=p=\frac{2k_T^2}{\pi}\int_{\Delta/k_BT}^\infty\frac{x\,dx}{e^x+1}.$$

For a gap of 30 meV, or $\Delta=15$ meV, this gives $7.41\times10^{10}$ cm$^{-2}$, which is 8.3% below the gapless density.

This case also shows where the tempting solution becomes sound. The exponential exceeds the Fermi function by the fraction $e^{-x}$, which is now at most $e^{-\Delta/k_BT}$. For $\Delta\gg k_BT$ it may be used. Since $-(1+x)e^{-x}$ has derivative $xe^{-x}$,

$$n\simeq\frac{2k_T^2}{\pi}\left(1+\frac{\Delta}{k_BT}\right)e^{-\Delta/k_BT}.$$

This is the exponentially small density expected of a semiconductor. Setting $\Delta=0$ in it returns the wrong answer $n_{\rm B}$, outside its range of validity.

## The result beside a real channel

A Dirac velocity near $10^6$ m/s is typical of graphene, and 300 to 400 K is a realistic range for a working device. The assumption most strongly broken on an oxide is uniform neutrality. Potential fluctuations of roughly 50 meV are a plausible size on silicon dioxide, and roughly 5 meV on hexagonal boron nitride; with these inputs the model gives the increases of 114% and 1.1% found above. The oxide figure is an estimate of size, because puddles there can be as small as the thermal length or smaller, and the local treatment is then marginal at best. The linear charge response of the neutral sheet exceeds its local value by 3% for a potential of wave number $k_T$, but by about 28% at $\pi k_T$ and by nearly a factor of 2 at $2\pi k_T$. A gap of some 30 meV is a rough value for graphene aligned with boron nitride. Interactions between electrons, left out here, can raise the velocity near the Dirac point. With temperature held at 300 K, a rise to $1.1\times10^6$ m/s would lower the density by 17%, to $6.7\times10^{10}$ cm$^{-2}$, because $n\propto1/v^2$. The interaction correction grows logarithmically toward the Dirac point and depends on screening, so the rise can be larger than in this example. The clean result is thus a guide to within tens of percent for a quiet substrate. Disorder supplies more carriers than heat does when $s>\pi k_BT/\sqrt3$, which is 47 meV at 300 K. The oxide estimate only just passes this mark. At 400 K a fluctuation held at 50 meV adds 64%; the added thermal carriers screen the substrate charges better and tend to lower $s$, so the share on a given oxide would be smaller. In either case a gate that brings the sheet to neutrality does not empty the channel: against a gated density of $5\times10^{12}$ cm$^{-2}$ the clean neutral sheet holds only about 30 times fewer carriers. This is one reason why gapless graphene makes a poor switch at room temperature, but not the only one, since without a gap the sheet keeps a conductivity of order $e^2/h$ even at zero temperature and zero carrier density.

## Computed values

```
temperature: 300 K
Dirac velocity: 1.00e+06 m/s
thermal energy kB T: 25.852 meV
hbar v: 0.6582 eV nm
thermal wave number kB T/(hbar v): 3.9276e+07 m^-1
its inverse: 25.46 nm
Fermi integral by quadrature: 0.822467
alternating series, 2000 terms: 0.822467
pi^2/12: 0.822467
electron density, formula: 8.0771e+14 m^-2
electron density, formula: 8.077e+10 cm^-2
electron density, quadrature at neutrality: 8.077e+10 cm^-2
hole density, quadrature at neutrality: 8.077e+10 cm^-2
electrons plus holes: 1.615e+11 cm^-2
mean electron spacing n^(-1/2): 35.2 nm
density with Boltzmann statistics: 9.821e+10 cm^-2
Boltzmann change from formula: +21.585 %
carbon-carbon distance, rough input: 0.142 nm
nearest-neighbour hopping from v: 3.090 eV
zone grid points per direction: 3000
energy for state count: 0.3 eV
states below it, zone count: 6.621e+12 cm^-2
states below it, Dirac formula: 6.612e+12 cm^-2
electron density, full-zone sum: 8.080e+10 cm^-2
lattice-band change, polar quadrature: +0.016 %
next-neighbour hopping, rough input: 0.1 eV
chemical potential shift from it: -54.6 ueV
density change, both hoppings: +0.016 %
potential rms on oxide, rough input: 50 meV
mean electron density on oxide: 1.726e+11 cm^-2
oxide puddle change: +113.703 %
potential rms on nitride, rough input: 5 meV
mean electron density on nitride: 8.169e+10 cm^-2
nitride puddle change: +1.137 %
full gap, rough input: 30 meV
electron density with gap: 7.408e+10 cm^-2
gap change: -8.287 %
raised velocity, rough input: 1.10e+06 m/s
electron density at raised velocity: 6.675e+10 cm^-2
velocity change: -17.355 %
warm device temperature: 400 K
electron density in warm device: 1.436e+11 cm^-2
temperature change: +77.778 %
```
